\section*{When and why nonlinear core correction makes pseudopotentials more transferable}

\section{Where the error comes from}

\textbf{Q.} I am told that a molybdenum pseudopotential for MoS$_2$ needs a ``nonlinear core correction'' because the exchange-correlation (xc) energies of core and valence cannot be added. Is that the reason?

\textbf{A.} It is half of the reason. Non-additivity is necessary for the error, but the part of it that is linear in the valence density does no harm. The damage comes from the curvature.

I use Hartree atomic units in the formulas, a local density functional, and a frozen, spin-unpolarised core of density $n_c$. For valence density $n$, the frozen-core energy is, up to a constant,
\begin{equation}
E=T_s+\int (V_{\rm nuc}+V_H[n_c])\,n+E_H[n]+E_{xc}[n_c+n].
\end{equation}
The Hartree energy is quadratic in the total density, so its core-valence cross term is linear in $n$. It acts as a fixed external potential, which a pseudopotential can carry. The last term has no such property.

\textbf{Q.} How does that enter the construction of the potential?

\textbf{A.} Through unscreening. We choose a reference state of the atom, with pseudo-valence density $n_0$, and construct screened potentials $V_{{\rm scr},l}$ that reproduce its valence levels. We then subtract what the valence electrons contribute. Let $e(n)$ be the xc energy per volume, $v=e'$ and $f=e''$, and let $c$ be the core density kept in the xc functional. The two choices are
\begin{align}
V^{\rm lin}_l&=V_{{\rm scr},l}-V_H[n_0]-v(n_0),\\
V^{\rm nl}_l&=V_{{\rm scr},l}-V_H[n_0]-v(n_0+c).
\end{align}
The first is used with $E_{xc}[n]$, the second with $E_{xc}[n+c]$. Subtracting them gives a local potential, the same for every $l$:
\begin{equation}
w=V^{\rm lin}_l-V^{\rm nl}_l=v(n_0+c)-v(n_0).
\end{equation}
Kinetic and Hartree terms are identical in the two schemes, so for the same orbitals the energies differ by
\begin{equation}
D[n]=E_{xc}[n]+\int w\,n-E_{xc}[n+c]. \label{D}
\end{equation}
Its first variation is $v(n)+w-v(n+c)$, which vanishes at $n=n_0$ by the definition of $w$. The linear part of the core-valence xc energy has therefore been absorbed, and both potentials reproduce the reference levels.

\textbf{Q.} And away from the reference?

\textbf{A.} One more derivative of $D$ gives $f(n)-f(n+c)$, since $w$ is fixed. To second order,
\begin{equation}
D[n]-D[n_0]\simeq\tfrac12\int\left[f(n_0)-f(n_0+c)\right](n-n_0)^2. \label{second}
\end{equation}
Two conditions must hold at the same place: there is core density, and the valence density changes. If $c=0$ the bracket vanishes.

The sign follows from exchange, for which
\begin{align}
e_x&=-\tfrac34\left(\tfrac3\pi\right)^{1/3}n^{4/3},\qquad
v_x=-\left(\tfrac3\pi\right)^{1/3}n^{1/3},\\
f_x&=-\tfrac13\left(\tfrac3\pi\right)^{1/3}n^{-2/3}.
\end{align}
This $f_x$ is negative and rises towards zero as $n$ grows, so the bracket is negative. The result does not need a small change. Define $g(n)=e(n+c)-e(n)$. Then $g'(n_0)=w$, and Taylor's formula with remainder gives
\begin{equation}
D[n]-D[n_0]=-\int d^3r\int_{n_0}^{n}(n-s)\,g''(s)\,ds,
\end{equation}
with $g''(s)=f(s+c)-f(s)>0$. The inner integral is non-negative whether $n$ lies above or below $n_0$. For unpolarised densities, leaving out the core thus makes every other state too low relative to the reference, compared with the scheme that keeps it. With the correlation used below (Vosko-Wilk-Nusair), $f$ was still found to rise at 200 sampled densities from $10^{-7}$ to $10^3$ electrons per cubic bohr.

\section{Spin}

\textbf{Q.} A free Mo atom has six parallel spins. Does spin matter?

\textbf{A.} It matters most here. Exchange obeys $E_x[n_\uparrow,n_\downarrow]=\frac12\sum_\sigma E_x[2n_\sigma]$. The unpolarised core gives $c/2$ to each spin, and $\int wn=\frac12\sum_\sigma\int w\,2n_\sigma$. Inserting both in Eq.~(\ref{D}) gives, for exchange,
\begin{equation}
D[n_\uparrow,n_\downarrow]-D[n_0]=\tfrac12\sum_\sigma\left(D[2n_\sigma]-D[n_0]\right)\le0. \label{spin}
\end{equation}
Now polarise at fixed density, $2n_\sigma=n_0\pm m$. Each spin contributes the same second-order term, so the sum is $\frac12\int[f_x(n_0)-f_x(n_0+c)]m^2$. The curvature that favours magnetisation should be taken at the total density. Without the core it is taken at the valence density, where it is stronger by the factor $(1+c/n_0)^{2/3}$.

Two limits show the range. For $c\ll n_0$, the bracket is $-c f_x'(n_0)=-\frac29(3/\pi)^{1/3}c\,n_0^{-5/3}$, so the error grows linearly with the core density. For $c\gg n_0$, the true exchange energy is nearly linear in the valence density and hardly responds to its spin. Then almost all the polarisation energy of the bare valence density is spurious. For full polarisation at fixed density it is
\begin{equation}
\tfrac12E_x[2n_0]-E_x[n_0]=(2^{1/3}-1)E_x[n_0]\approx0.26\,E_x[n_0].
\end{equation}

These formulas are for exchange alone. Correlation favours the unpolarised state, and in the molybdenum septet below it makes the spin error smaller than exchange alone would give.

\section{The molybdenum atom}

\textbf{Q.} How large is this for molybdenum?

\textbf{A.} I put 4d and 5s in the valence and everything deeper, including 4s and 4p, in the core. The reference is the unpolarised, spherical 4d$^5$5s$^1$ atom, nonrelativistic, in the local spin density approximation. Both schemes share the same screened norm-conserving potentials, pseudised inside 0.128~nm (5s) and 0.086~nm (4d).

The core kept in the xc functional is a partial one: the true density outside $r_p=0.0525$~nm, and $\exp(a+br^2+dr^4)$ inside. With $\lambda=\ln n_c$, matching two derivatives at $r_p$ requires $\lambda'=2br_p+4dr_p^3$ and $\lambda''=2b+12dr_p^2$. Hence
\begin{equation}
d=\frac{\lambda''-\lambda'/r_p}{8r_p^2},\qquad b=\frac{\lambda'}{2r_p}-2dr_p^2,
\end{equation}
and $a$ follows from the value. This keeps 11.2 of the 36 core electrons and avoids the sharp density near the nucleus.

At $r_p$ the true core and valence densities are 5148 and 1127~nm$^{-3}$, a strong overlap. For these densities the exchange curvature without the core is too strong by $(6275/1127)^{2/3}\approx3.1$.

Energy changes from the reference, in eV, are listed below. Errors are pseudopotential minus frozen-core all-electron values. Relaxation is the fully relaxed all-electron value minus the frozen-core one.

\begin{center}
\begin{tabular}{lrrrr}
State & Frozen core & Error, & Error, & Relax-\\
 & change & no core & with core & ation\\
\hline
Mo septet & $-4.05$ & $-3.54$ & $-0.08$ & $-0.01$\\
Mo 4d$^4$5s$^2$ & $0.81$ & $-0.01$ & $0.03$ & $-0.04$\\
Mo$^+$ sextet & $3.25$ & $-3.62$ & $-0.06$ & $-0.02$\\
Mo$^{4+}$ 4d$^2$ & $91.87$ & $-1.56$ & $-0.25$ & $-1.67$
\end{tabular}
\end{center}
The second and fourth states are unpolarised. Without the core, the septet is stabilised by $4.05+3.54=7.59$~eV instead of 4.05~eV. With it, the figure is 4.13~eV.

\textbf{Q.} Could the 3.5~eV be some other fault of the pseudopotential?

\textbf{A.} The variational principle settles that. Suppose each self-consistent state minimises its own functional at fixed occupations. Inserting the nonlinear solution in the linear functional, and the reverse, gives
\begin{align}
E_{\rm lin}[{\rm lin}]&\le E_{\rm lin}[{\rm nl}]=E_{\rm nl}[{\rm nl}]+D[n_{\rm nl}],\\
E_{\rm nl}[{\rm nl}]&\le E_{\rm nl}[{\rm lin}]=E_{\rm lin}[{\rm lin}]-D[n_{\rm lin}].
\end{align}
At the reference the two energies differ by $D[n_0]$. Subtracting it, and writing $\Delta$ for changes from the reference,
\begin{equation}
D[n_{\rm lin}]-D[n_0]\le\Delta E_{\rm lin}-\Delta E_{\rm nl}\le D[n_{\rm nl}]-D[n_0].
\end{equation}
For the septet this reads $-3.52\le-3.46\le-3.41$~eV. The outer numbers contain nothing but xc energies, so the xc treatment accounts for the difference between the schemes. The bounds hold in all four states, and the upper one is negative each time. This also confirms the sign with correlation included for the two polarised states.

The curvature formula can be checked directly. Take 5\% of the density change from the reference to 4d$^4$5s$^2$. Equation~(\ref{D}) gives $-79.5~\mu$eV and Eq.~(\ref{second}) gives $-79.4~\mu$eV.

\textbf{Q.} And is overlap really the cause, rather than just having a core?

\textbf{A.} Squeeze the partial core inward threefold at constant charge, and keep the septet valence density and $n_0$ fixed. The change in $D$ drops from $-3.41$ to $-0.44$~eV. The same number of core electrons does much less harm when they sit where there is little valence density.

By contrast, the non-additive xc energy of the true reference densities, $E_{xc}[n_c+n_v]-E_{xc}[n_c]-E_{xc}[n_v]$, is $-43.4$~eV. An energy that large is compatible with correct reference levels in both schemes, because the levels depend only on its slope at the reference, which $w$ carries. What remains of its value there is a constant that cancels in changes from the reference.

\section{What the correction does not repair}

\textbf{Q.} In your table, 4d$^4$5s$^2$ is better without the core. Why?

\textbf{A.} The xc difference between the schemes is $-0.03$~eV there, with the sign derived above. The corrected potential has a remaining error of $+0.03$~eV, and the two nearly cancel. That is an accident of this state.

Mo$^{4+}$ gives a stronger warning. Core relaxation lowers its energy by 1.67~eV, which no frozen-core potential contains. Against the relaxed all-electron energy, the corrected potential is off by $-0.25+1.67=+1.42$~eV, and the uncorrected one by $-1.561+1.665\approx+0.10$~eV. The uncorrected result looks better because two errors of opposite sign cancel. In three of the four states the correction brings the potential closer to the frozen-core answer, which is useful when the frozen core is itself adequate.

The remaining errors of the corrected scheme have other possible sources. Inside the pseudisation radii the valence density is not the true one, and inside $r_p$ neither is the core. Moving $r_p$ to 0.0365 or 0.0782~nm, with all else fixed, changes the septet error from $-0.083$ to $-0.066$ or $-0.067$~eV. For this exponential form of the partial core, the three radii give a weak dependence that is not monotonic. Another form can depend on $r_p$ differently, so the radius should be tested together with the form chosen.

\textbf{Q.} If I had tested only the ionisation energy, would I have noticed the fault?

\textbf{A.} Hardly. From septet to sextet, the frozen-core value is 7.30~eV, the uncorrected one 7.23~eV and the corrected one 7.33~eV. Both states are fully polarised, so errors of about 3.5~eV cancel in the difference. They show up when a polarised state is compared with an unpolarised one, as in the septet row of the table.

\textbf{Q.} What does this mean for real MoS$_2$?

\textbf{A.} The common semiconducting phase is non-magnetic, and its Mo atoms are not bare 4+ ions, so neither 3.5 nor 1.6~eV is an error of the crystal's bands. For this uncorrected potential, with 4s and 4p in the core, the 3.5~eV does enter an atomisation energy that uses the septet atom as its zero: the free atom is then too low, which by itself makes the binding too weak by that amount per Mo. I have not computed the crystal's own error, nor bonding and non-spherical densities. The 5s radius of 0.128~nm is also slightly more than half the Mo--S distance of roughly 0.24~nm, so it should be checked in the compound.

Relativity cannot be left out of a working potential. Its scalar part shifts 5s by $-0.29$~eV and 4d by $+0.24$~eV in the reference atom. The nonrelativistic levels are $-4.02$ and $-4.17$~eV, so their order reverses. The 4d spin-orbit parameter is a little over 0.08~eV (0.085~eV in first order with nonrelativistic orbitals). If strongly ionic states matter, 4s and 4p can be moved into the valence. They are then free to relax, and their xc coupling to 4d and 5s is treated explicitly, at the price of sharper orbitals to represent. The numerical output gives the values at finer resolution.

\section*{Computed results}
\begin{verbatim}
Mo all-electron reference energy: -3973.013 Ha
5s level, reference: -4.024 eV
4d level, reference: -4.173 eV
5s pseudisation radius: 0.1278 nm
4d pseudisation radius: 0.0863 nm
partial-core radius: 0.0525 nm
core density at that radius: 5147.9 nm^-3
valence density at that radius: 1126.9 nm^-3
partial-core charge: 11.16 electrons
non-additive xc energy, true densities: -43.44 eV
Mo septet, frozen-core energy change: -4.050 eV
Mo septet, core relaxation: -0.014 eV
Mo septet, error without core in xc: -3.544 eV
Mo septet, error with core in xc: -0.083 eV
Mo septet, scheme difference: -3.4613 eV
Mo septet, its lower bound: -3.5199 eV
Mo septet, its upper bound: -3.4069 eV
Mo 4d4 5s2, frozen-core energy change: 0.808 eV
Mo 4d4 5s2, core relaxation: -0.042 eV
Mo 4d4 5s2, error without core in xc: -0.006 eV
Mo 4d4 5s2, error with core in xc: 0.028 eV
Mo 4d4 5s2, scheme difference: -0.0345 eV
Mo 4d4 5s2, its lower bound: -0.0363 eV
Mo 4d4 5s2, its upper bound: -0.0328 eV
Mo+ sextet, frozen-core energy change: 3.252 eV
Mo+ sextet, core relaxation: -0.015 eV
Mo+ sextet, error without core in xc: -3.620 eV
Mo+ sextet, error with core in xc: -0.055 eV
Mo+ sextet, scheme difference: -3.5651 eV
Mo+ sextet, its lower bound: -3.6328 eV
Mo+ sextet, its upper bound: -3.5021 eV
Mo4+ 4d2, frozen-core energy change: 91.874 eV
Mo4+ 4d2, core relaxation: -1.665 eV
Mo4+ 4d2, error without core in xc: -1.561 eV
Mo4+ 4d2, error with core in xc: -0.249 eV
Mo4+ 4d2, scheme difference: -1.3116 eV
Mo4+ 4d2, its lower bound: -1.3158 eV
Mo4+ 4d2, its upper bound: -1.3076 eV
rms error without core in xc: 2.651 eV
rms error with core in xc: 0.135 eV
ionisation energy, all-electron: 7.302 eV
ionisation energy, frozen core: 7.303 eV
ionisation energy, no core in xc: 7.227 eV
ionisation energy, core in xc: 7.331 eV
small change, direct D: -79.53 ueV
small change, curvature formula: -79.41 ueV
septet D, squeezed core: -0.4438 eV
septet error, core radius 0.0365 nm: -0.066 eV
septet error, core radius 0.0782 nm: -0.067 eV
scalar-relativistic shift of 5s: -0.294 eV
scalar-relativistic shift of 4d: 0.237 eV
4d spin-orbit parameter: 0.085 eV
\end{verbatim}
